# Choosing the layer count in tight-binding calculations of silicon valley splitting: a numerical check

```python
"""Valley splitting of a silicon film between two oxide walls.

Result under test: for a chain of N layers (spacing d, hoppings v and u to
first and second neighbours) the two lowest levels are split by
    E_VS = (d/sin(phi0)) * |P0 - PW*exp(2i*L*phi0)|,   L = N + 2,
where phi0 is the valley phase per layer, P = hbar^2/(2m) * (dF/dz)^2 at each
wall, and F is the normalized effective-mass envelope in a film of width L*d.
At zero field this is 16*pi^2*u*sin(phi0)*|sin(L*phi0)|/L^3.
Internal units: eV and nm; a field is stored as a force in eV/nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eig_banded, eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

# ---------- rough silicon parameters and derived hoppings ----------
lattice = 0.543
valley_fraction = 0.85
mass_long, mass_trans = 0.92, 0.19
d = lattice / 4
phi0 = valley_fraction * 2 * np.pi / lattice * d
s0, c0 = np.sin(phi0), np.cos(phi0)
hbar2_over_me = sc.hbar**2 / sc.m_e / sc.e * 1e18       # eV nm^2
T = hbar2_over_me / (2 * mass_long)
u = T / (4 * d**2 * s0**2)
v = -4 * u * c0
onsite = 2 * u + 4 * u * c0**2                        # puts band minimum at 0
MV_PER_CM = 0.1                                       # force in eV/nm


def band(phi):
    return onsite + 2 * v * np.cos(phi) + 2 * u * np.cos(2 * phi)


def levels(potential, count=2, hop1=v):
    """Lowest levels and vectors of the open chain with a site potential."""
    n = len(potential)
    bands = np.zeros((3, n))
    bands[0] = onsite + potential
    bands[1, :-1] = hop1
    bands[2, :-2] = u
    return eig_banded(bands, lower=True, select='i',
                      select_range=(0, count - 1))


def ramp(n_layers, force):
    return force * d * (np.arange(1, n_layers + 1) + 0.5)


def splitting(potential):
    e = levels(potential)[0]
    return e[1] - e[0]


def wall_pressures(width, force, size=60):
    """P at both walls from the envelope equation in a sine basis."""
    j = np.arange(1, size + 1)
    a, b = np.meshgrid(j, j, indexing='ij')
    odd = (a + b) % 2 == 1
    z = np.zeros((size, size))
    z[odd] = (-8 * width * a[odd] * b[odd]
              / (np.pi**2 * (a[odd]**2 - b[odd]**2)**2))
    z += np.eye(size) * width / 2
    h = np.diag(T * (j * np.pi / width)**2) + force * z
    c = eigh(h, subset_by_index=[0, 0])[1][:, 0]
    slope = c * np.sqrt(2 / width) * j * np.pi / width
    return T * slope.sum()**2, T * (slope * (-1.0)**j).sum()**2


def phase_model(n_layers, force):
    L = n_layers + 2
    p0, pw = wall_pressures(L * d, force)
    return d / s0 * abs(p0 - pw * np.exp(2j * L * phi0)), p0, pw


# ---------- bulk band: valley position, mass, cubic term ----------
found = minimize_scalar(band, bounds=(0.3, 2.8), method='bounded',
                        options={'xatol': 1e-10}).x
assert abs(found - phi0) < 1e-6
step = 1e-3
curvature = (band(phi0 + step) - 2 * band(phi0) + band(phi0 - step)) / step**2
assert abs(curvature * d**2 / (2 * T) - 1) < 1e-5
step = 1e-2
third = (band(phi0 + 2 * step) - 2 * band(phi0 + step)
         + 2 * band(phi0 - step) - band(phi0 - 2 * step)) / (2 * step**3)

# ---------- wall condition G = Lambda G' from two vanishing layers ----------
w = np.exp(0.5j * phi0)
value_part = np.array([[w, w.conj()], [w.conj(), w]])
slope_part = 0.5 * np.array([[w, w.conj()], [-w.conj(), -w]])
Lam = -np.linalg.solve(value_part, slope_part)
Lam_formula = 0.5j * np.array([[c0 / s0, 1 / s0], [-1 / s0, -c0 / s0]])
assert np.allclose(Lam, Lam_formula, atol=1e-12)
# The non-Hermitian diagonal must cancel the cubic term of the band.
assert abs(T / d**2 * Lam[0, 0].imag - third / 12) < 1e-3 * abs(third / 12)

# ---------- exact quantization rule, with parity ----------
worst_rule = 0.0
for n in range(48, 88):
    L = n + 2
    energies, vectors = levels(np.zeros(n))
    for energy, vec in zip(energies, vectors.T):
        parity = np.sign(vec @ vec[::-1])

        def rule(q):
            mean = np.arccos(c0 / np.cos(q))
            return (np.sin(L * q) * np.sin(mean)
                    + parity * np.sin(L * mean) * np.sin(q))
        q = brentq(rule, 0.7 * np.pi / L, 1.3 * np.pi / L, xtol=1e-15)
        mean = np.arccos(c0 / np.cos(q))
        predicted = 4 * u * np.sin(mean)**2 * np.sin(q)**2
        worst_rule = max(worst_rule, abs(predicted - energy))
assert worst_rule < 1e-11

# ---------- zero-field law: error, convergence, phase correction ----------


def law_errors(L_values):
    plain, corrected = [], []
    for L in L_values:
        scaled = (splitting(np.zeros(L - 2)) * L**3
                  / (16 * np.pi**2 * u * s0))
        theta = L * phi0
        shifted = theta - np.pi**2 * c0 / s0 / (2 * L)
        plain.append(abs(scaled - abs(np.sin(theta))))
        corrected.append(abs(scaled - abs(np.sin(shifted))))
    return max(plain), max(corrected)


err_short, err_short_corr = law_errors(range(50, 90))
err_long, _ = law_errors(range(200, 240))
assert err_short < 0.05
assert err_long < 0.4 * err_short
assert err_short_corr < 0.3 * err_short
flipped = levels(np.zeros(58), hop1=-v)[0]
assert np.allclose(flipped, levels(np.zeros(58))[0], atol=1e-12)

# ---------- phase model against the chain, with field ----------
worst_phase = 0.0
for field in (0.0, 0.01, 0.03, 0.1):
    force = field * MV_PER_CM
    for n in range(58, 98):
        model, p0, pw = phase_model(n, force)
        assert abs(p0 - pw - force) < 1e-4 * p0
        scale = d / s0 * (p0 + pw)
        worst_phase = max(worst_phase,
                          abs(model - splitting(ramp(n, force))) / scale)
assert worst_phase < 0.05

limit_ratios = []
for field, n, tolerance in ((0.1, 200, 0.03), (0.01, 400, 0.01)):
    force = field * MV_PER_CM
    ratio = splitting(ramp(n, force)) / (force * d / s0)
    limit_ratios.append(ratio)
    assert abs(ratio - 1) < tolerance

# ---------- device case and sizes of neglected effects ----------
N = 58
L = N + 2
width = L * d
field = 0.1
force = field * MV_PER_CM
potential = ramp(N, force)
three = levels(potential, 3)[0]
flat = three[1] - three[0]
model, p0, pw = phase_model(N, force)

# finite barrier: same hoppings, raised site energy in the oxide
barrier, pad = 3.1, 20
inside = np.zeros(N + 2 * pad, dtype=bool)
inside[pad:pad + N] = True
soft_potential = np.concatenate([np.full(pad, barrier + potential[0]),
                                 potential,
                                 np.full(pad, barrier + potential[-1])])
soft_e, soft_vec = levels(soft_potential)
soft = soft_e[1] - soft_e[0]
leak = np.sum(soft_vec[~inside, 0]**2)

# first image charge of each wall
eps_si, eps_ox = 11.7, 3.9
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9        # eV nm
image = coulomb / (4 * eps_si) * (eps_si - eps_ox) / (eps_si + eps_ox)
z_sites = d * (np.arange(1, N + 1) + 0.5)
with_image = splitting(potential + image / z_sites
                       + image / (width - z_sites))

# one-layer step under the centre of a laterally harmonic dot
orbital = 0.010
h = 1.0
x = (np.arange(40) - 19.5) * h
t = hbar2_over_me / (2 * mass_trans * h**2)
lateral = diags([2 * t + 0.5 * orbital**2 * x**2 * mass_trans / hbar2_over_me,
                 np.full(39, -t), np.full(39, -t)], [0, 1, -1])
vertical = diags([onsite + potential, np.full(N - 1, v), np.full(N - 1, v),
                  np.full(N - 2, u), np.full(N - 2, u)], [0, 1, -1, 2, -2])
full = (kron(identity(40), vertical) + kron(lateral, identity(N))).tocsr()
keep = np.ones((40, N), dtype=bool)
keep[x > 0, 0] = False
index = np.flatnonzero(keep.ravel())
stepped_h = full[index][:, index].tocsc()
start = np.random.default_rng(1).standard_normal(len(index))
e2d = np.sort(eigsh(stepped_h, k=4, sigma=0.0, v0=start,
                    return_eigenvectors=False))
stepped = e2d[1] - e2d[0]
# First-order rigid-envelope estimate; second-order mixing is of order
# (splitting / orbital energy), hence the tolerance of 0.1.
assert abs(stepped / flat - abs(c0)) < 0.1

# ---------- printed numbers ----------
print(f"lattice constant (rough) = {lattice:.3f} nm; layer spacing = {d:.5f} nm")
print(f"valley position (rough) = {valley_fraction:.2f} x 2pi/a")
print(f"masses (rough): long. {mass_long:.2f}, transv. {mass_trans:.2f} m_e")
print(f"valley phase phi0 = {phi0:.4f} rad; sin = {s0:.4f}; cos = {c0:.4f}")
print(f"T = hbar^2/2m = {T:.5f} eV nm^2")
print(f"hoppings: v = {v:.4f} eV, u = {u:.4f} eV; on-site = {onsite:.4f} eV")
print(f"oscillation period = {np.pi/phi0:.3f} layers = {np.pi/phi0*d:.3f} nm")
print(f"exact rule, worst level error = {worst_rule:.1e} eV")
print(f"zero-field law, worst scaled error, L=50-89: {err_short:.4f}")
print(f"  same with phase correction: {err_short_corr:.4f}")
print(f"  L=200-239, no correction: {err_long:.4f}")
print(f"phase model, worst error / (d/sin phi0)(P0+PW) = {worst_phase:.4f}")
print(f"strong-field ratio chain/formula, 0.1 MV/cm: {limit_ratios[0]:.4f}")
print(f"strong-field ratio chain/formula, 0.01 MV/cm: {limit_ratios[1]:.4f}")
print("splitting in meV: N, W(nm), chain/model at 0, chain/model at 0.03 MV/cm")
for n in range(58, 66):
    f3 = 0.03 * MV_PER_CM
    row = (splitting(np.zeros(n)), phase_model(n, 0.0)[0],
           splitting(ramp(n, f3)), phase_model(n, f3)[0])
    print(f"  {n} {(n+2)*d:.3f} " + " ".join(f"{1e3*r:.4f}" for r in row))
print(f"device case: N = {N}, W = {width:.3f} nm, field = {field:.2f} MV/cm")
print(f"wall terms: P0 = {p0/MV_PER_CM:.5f}, PW = {pw/MV_PER_CM:.5f} MV/cm (x e)")
print(f"splitting, chain = {1e3*flat:.4f} meV")
print(f"splitting, phase model = {1e3*model:.4f} meV")
print(f"splitting, f d/sin(phi0) = {1e3*force*d/s0:.4f} meV")
print(f"next subband above ground = {1e3*(three[2]-three[0]):.2f} meV")
print(f"barrier (rough) {barrier:.1f} eV: splitting = {1e3*soft:.4f} meV")
print(f"  probability in oxide = {leak:.2e}")
print(f"permittivities (rough): Si {eps_si:.1f}, oxide {eps_ox:.1f}")
print(f"with image charges: splitting = {1e3*with_image:.4f} meV")
print(f"dot orbital energy (chosen) = {1e3*orbital:.1f} meV")
print(f"one-layer step under centre: splitting = {1e3*stepped:.4f} meV")
print(f"  ratio to flat = {stepped/flat:.4f}; rigid estimate = {abs(c0):.4f}")
print(f"thermal energy at 1 K = {1e3*sc.k/sc.e:.4f} meV")
print(f"oxide field = {field*eps_si/eps_ox:.2f} MV/cm (breakdown roughly 10)")
print(f"potential drop over film = {force*width:.4f} eV (gap roughly 1.1 eV)")
print("all tests passed")
```

Printed output:

```
lattice constant (rough) = 0.543 nm; layer spacing = 0.13575 nm
valley position (rough) = 0.85 x 2pi/a
masses (rough): long. 0.92, transv. 0.19 m_e
valley phase phi0 = 1.3352 rad; sin = 0.9724; cos = 0.2334
T = hbar^2/2m = 0.04141 eV nm^2
hoppings: v = -0.5549 eV, u = 0.5942 eV; on-site = 1.3179 eV
oscillation period = 2.353 layers = 0.319 nm
exact rule, worst level error = 5.3e-16 eV
zero-field law, worst scaled error, L=50-89: 0.0227
  same with phase correction: 0.0021
  L=200-239, no correction: 0.0059
phase model, worst error / (d/sin phi0)(P0+PW) = 0.0183
strong-field ratio chain/formula, 0.1 MV/cm: 1.0007
strong-field ratio chain/formula, 0.01 MV/cm: 1.0001
splitting in meV: N, W(nm), chain/model at 0, chain/model at 0.03 MV/cm
  58 8.145 0.4217 0.4224 0.5561 0.5563
  59 8.281 0.1012 0.0938 0.4276 0.4264
  60 8.417 0.3372 0.3411 0.5065 0.5079
  61 8.552 0.2417 0.2370 0.4640 0.4626
  62 8.688 0.1989 0.2046 0.4496 0.4507
  63 8.824 0.3088 0.3069 0.4861 0.4854
  64 8.960 0.0439 0.0496 0.4205 0.4206
  65 9.095 0.3016 0.3024 0.4788 0.4789
device case: N = 58, W = 8.145 nm, field = 0.10 MV/cm
wall terms: P0 = 0.10024, PW = 0.00024 MV/cm (x e)
splitting, chain = 1.4039 meV
splitting, phase model = 1.4029 meV
splitting, f d/sin(phi0) = 1.3961 meV
next subband above ground = 28.82 meV
barrier (rough) 3.1 eV: splitting = 1.4025 meV
  probability in oxide = 1.22e-04
permittivities (rough): Si 11.7, oxide 3.9
with image charges: splitting = 0.7960 meV
dot orbital energy (chosen) = 10.0 meV
one-layer step under centre: splitting = 0.3301 meV
  ratio to flat = 0.2351; rigid estimate = 0.2334
thermal energy at 1 K = 0.0862 meV
oxide field = 0.30 MV/cm (breakdown roughly 10)
potential drop over film = 0.0815 eV (gap roughly 1.1 eV)
all tests passed
```
